# Density Matrices of a Slater Determinant as Minors of the One-Particle Matrix

Take four hydrogen atoms in a line, 2.0 bohr apart, in the STO-3G basis, and orthogonalize the four atomic functions symmetrically so that each is centred mainly on one site; an electron "on a site" means one occupying that site's orthogonalized function. In the restricted Hartree-Fock (RHF) state, the probability of finding spin-up electrons on sites 1 and 2 at once is 0.039115. This is a two-electron quantity, yet three one-electron numbers reproduce it. The spin-up occupations of the two sites are 0.508907 and 0.491093, the one-particle matrix element between them is 0.459136, and

$$
0.508907\times0.491093-0.459136^2=0.249921-0.210806=0.039115 .
$$

In the full configuration interaction (FCI) ground state of the same model, the same arithmetic gives 0.072165, while the true pair probability is 0.041310. The rule holds for the first state because it is a single determinant. It extends to any number of particles, and among states with a sharp electron number only a determinant obeys it for all matrix elements.

## Definitions and assumptions

Let $a_p$ annihilate an electron in the spin orbital $p$ of an orthonormal basis, so that $\{a_p,a_q^\dagger\}=\delta_{pq}$ and $\{a_p,a_q\}=0$. The state is normalized and, unless stated otherwise, contains a sharp number $N$ of electrons. The $k$-particle density matrix is

$$
\Gamma^{(k)}_{p_1\ldots p_k;\,q_1\ldots q_k}
=\langle a^\dagger_{q_1}\cdots a^\dagger_{q_k}\,a_{p_k}\cdots a_{p_1}\rangle ,
\qquad \gamma_{pq}=\Gamma^{(1)}_{p;q}=\langle a_q^\dagger a_p\rangle .
$$

The annihilators stand in the reverse order of the creators. With this order the diagonal elements are non-negative: each is the squared norm of $a_{p_k}\cdots a_{p_1}$ acting on the state. For $p\ne q$, $\Gamma^{(2)}_{pq;pq}=\langle \hat n_p\hat n_q\rangle$, with $\hat n_p=a_p^\dagger a_p$, is the probability that both spin orbitals are occupied.

The normalization follows from the contraction of the last index pair. In

$$
\sum_{r}\langle a^\dagger_{q_1}\cdots a^\dagger_{q_{k-1}}\,(a^\dagger_r a_r)\,a_{p_{k-1}}\cdots a_{p_1}\rangle
$$

the sum in the middle is the number operator. It acts on a state from which $k-1$ electrons have been removed, so it gives $N-k+1$:

$$
\sum_r\Gamma^{(k)}_{p_1\ldots p_{k-1}r;\,q_1\ldots q_{k-1}r}=(N-k+1)\,\Gamma^{(k-1)}_{p_1\ldots p_{k-1};\,q_1\ldots q_{k-1}} . \tag{1}
$$

Repeated contraction gives the trace $N(N-1)\cdots(N-k+1)$, which is $N!/(N-k)!$ for $k\le N$ and zero for $k>N$.

## The theorem

**Theorem 1.** Let $\Phi$ be a single determinant of $N$ orthonormal spin orbitals. Then for every $k\ge1$

$$
\Gamma^{(k)}_{p_1\ldots p_k;\,q_1\ldots q_k}=\det\big[\gamma_{p_aq_b}\big]_{a,b=1}^{k}. \tag{2}
$$

For $k=2$ this is the antisymmetrized product

$$
\Gamma^{(2)}_{p_1p_2;\,q_1q_2}=\gamma_{p_1q_1}\gamma_{p_2q_2}-\gamma_{p_1q_2}\gamma_{p_2q_1}. \tag{3}
$$

The orbitals need not solve the Hartree-Fock equations; only the determinantal form of the state is used. Two lemmas prepare the proof.

**Lemma 1.** If $\varphi_i(p)=\langle p|\varphi_i\rangle$ are the components of the occupied orbitals, then

$$
\gamma_{pq}=\sum_{i=1}^{N}\varphi_i(p)\varphi_i(q)^*,\qquad \gamma^2=\gamma,\qquad \mathrm{Tr}\,\gamma=N. \tag{4}
$$

*Proof.* Complete the occupied orbitals by virtual ones to an orthonormal basis. The creator of orbital $i$ is $c_i^\dagger=\sum_p\varphi_i(p)a_p^\dagger$, so $c_i=\sum_p\varphi_i(p)^*a_p$. Completeness, $\sum_i\varphi_i(p)\varphi_i(q)^*=\delta_{pq}$, inverts this relation:

$$
a_p=\sum_i\varphi_i(p)\,c_i\quad\text{(occupied and virtual } i). \tag{5}
$$

Hence $\gamma_{pq}=\sum_{ij}\varphi_i(p)\varphi_j(q)^*\langle c_j^\dagger c_i\rangle$. A virtual $i$ contributes nothing because $c_i\Phi=0$. A virtual $j$ contributes nothing because $\langle\Phi|c_j^\dagger$ is the adjoint of $c_j\Phi=0$. For occupied indices $\langle c_j^\dagger c_i\rangle=\delta_{ij}$, which gives the first formula. Orthonormality then yields

$$
\sum_r\gamma_{pr}\gamma_{rq}=\sum_{ij}\varphi_i(p)\Big[\sum_r\varphi_i(r)^*\varphi_j(r)\Big]\varphi_j(q)^*=\sum_i\varphi_i(p)\varphi_i(q)^*=\gamma_{pq},
$$

and the trace is $\sum_i\sum_p|\varphi_i(p)|^2=N$. $\square$

**Lemma 2.** For occupied indices $i_1,\ldots,i_k$ and $j_1,\ldots,j_k$,

$$
\langle\Phi|c^\dagger_{j_1}\cdots c^\dagger_{j_k}\,c_{i_k}\cdots c_{i_1}|\Phi\rangle=\det[\delta_{i_aj_b}]
=\sum_P\mathrm{sgn}(P)\prod_{a=1}^k\delta_{i_a,j_{P(a)}} . \tag{6}
$$

*Proof.* The left side is the overlap of two states with $k$ holes each. There are three cases.

If an index is repeated among the $i$'s, the left side vanishes because $c_i$ anticommutes with itself, so $c_i^2=0$. The determinant vanishes because it has two equal rows. A repeated $j$ gives two equal columns in the same way.

If the indices are distinct but the sets $\{i_a\}$ and $\{j_b\}$ differ, the two states lack different orbitals and are orthogonal. Some $i_a$ is then absent from the $j$'s, so the determinant has a zero row.

If the sets agree, exactly one permutation $P$ satisfies $i_a=j_{P(a)}$ for all $a$. The determinant equals $\mathrm{sgn}(P)$. On the left, reordering the anticommuting annihilators gives $c_{i_k}\cdots c_{i_1}=\mathrm{sgn}(P)\,c_{j_k}\cdots c_{j_1}$. What remains is the squared norm of $c_{j_k}\cdots c_{j_1}\Phi$. It equals 1, because each annihilator empties an orbital that is still filled and therefore preserves the norm. $\square$

*Proof of Theorem 1.* Insert (5) into $a_{p_k}\cdots a_{p_1}\Phi$. A virtual $c_i$ anticommutes with all the other annihilators, so it can be moved to the right until it meets $\Phi$ and gives zero. Only occupied indices survive:

$$
a_{p_k}\cdots a_{p_1}\Phi=\sum_{i_1\ldots i_k}^{\rm occ}\varphi_{i_1}(p_1)\cdots\varphi_{i_k}(p_k)\,c_{i_k}\cdots c_{i_1}\Phi .
$$

The bra in $\Gamma^{(k)}$ is the adjoint of the same expression with $q$ in place of $p$. Lemma 2 therefore gives

$$
\Gamma^{(k)}_{p_1\ldots p_k;\,q_1\ldots q_k}=\sum_P\mathrm{sgn}(P)\sum_{i,j}^{\rm occ}\prod_a\varphi_{i_a}(p_a)\,\prod_a\varphi_{j_a}(q_a)^*\,\prod_a\delta_{i_a,j_{P(a)}} .
$$

For fixed $P$ the second product may be taken in another order, $\prod_a\varphi_{j_a}(q_a)^*=\prod_a\varphi_{j_{P(a)}}(q_{P(a)})^*$. The deltas replace each $j_{P(a)}$ by $i_a$, and the sums over $i_1,\ldots,i_k$ separate:

$$
\Gamma^{(k)}_{p_1\ldots p_k;\,q_1\ldots q_k}=\sum_P\mathrm{sgn}(P)\prod_{a=1}^k\Big[\sum_i^{\rm occ}\varphi_i(p_a)\varphi_i(q_{P(a)})^*\Big]
=\sum_P\mathrm{sgn}(P)\prod_{a=1}^k\gamma_{p_aq_{P(a)}} .
$$

The last expression is the determinant in (2). $\square$

The numerical check builds a random complex determinant of four electrons in eight spin orbitals and evaluates both sides of (2) separately for $k=1$ to 5. The largest difference is $2.8\times10^{-16}$, and the traces are 4, 12, 24, 24 and 0, as $N(N-1)\cdots(N-k+1)$ requires.

## Remarks on the formula

**Position space.** Let $\chi_p(x)$ be the basis functions, with $x$ standing for position and spin. Multiply (2) by $\prod_a\chi_{p_a}(x_a)\chi_{q_a}(x'_a)^*$ and sum over all indices. In each term of the determinant every row index and every column index occurs once, so the sums factorize and give

$$
\Gamma^{(k)}(x_1\ldots x_k;x_1'\ldots x_k')=\det[\gamma(x_a,x'_b)],\qquad \gamma(x,x')=\sum_{pq}\chi_p(x)\gamma_{pq}\chi_q(x')^* .
$$

For $k=2$ on the diagonal, with $\rho(x)=\gamma(x,x)$, the pair density is $\rho(x_1)\rho(x_2)-|\gamma(x_1,x_2)|^2$. The subtracted term, divided by $\rho(x_1)$, is the exchange hole: the density missing at $x_2$ when an electron is at $x_1$. At $x_1=x_2$ it cancels the first term completely, as the Pauli principle demands.

**Spin.** If each occupied orbital has a definite spin, $\gamma$ has no elements between up and down. The exchange term in (3) then vanishes for the pair probability of opposite spins, and such electrons are statistically independent in the determinant.

**More particles than electrons.** By (4), $\gamma$ has rank $N$. A $k\times k$ submatrix with $k>N$ has rank at most $N$, so its determinant is zero. For $N=1$ this already happens at $k=2$: the direct and exchange terms in (3) cancel, and one electron does not interact with itself.

**Energy.** For the Hamiltonian

$$
H=\sum_{pq}h_{pq}a_p^\dagger a_q+\tfrac12\sum_{pqrs}\langle pq|rs\rangle a_p^\dagger a_q^\dagger a_sa_r
$$

the two-body expectation value contains $\langle a_p^\dagger a_q^\dagger a_sa_r\rangle=\Gamma^{(2)}_{rs;pq}$. With (3) the electronic energy of a determinant is

$$
E[\gamma]=\sum_{pq}h_{pq}\gamma_{qp}+\tfrac12\sum_{pqrs}\langle pq|rs\rangle\big(\gamma_{rp}\gamma_{sq}-\gamma_{rq}\gamma_{sp}\big), \tag{7}
$$

which is the Hartree-Fock functional with its direct and exchange terms. The factor $\tfrac12$ appears because the sum counts each pair twice.

## Cumulants

For a general state, the two-particle cumulant is what the antisymmetrized product misses:

$$
\lambda^{(2)}_{p_1p_2;\,q_1q_2}=\Gamma^{(2)}_{p_1p_2;\,q_1q_2}-\gamma_{p_1q_1}\gamma_{p_2q_2}+\gamma_{p_1q_2}\gamma_{p_2q_1}. \tag{8}
$$

Higher cumulants are defined recursively, with $\lambda^{(1)}=\gamma$. Divide the positions $1,\ldots,k$ of the labels $p$ into blocks, and assign to each block an equally large block of positions of the labels $q$, with no overlaps. Each block pair carries a cumulant. The sign is that of the permutation which maps each $p$ block, in increasing order, onto its $q$ block. $\Gamma^{(k)}$ is the signed sum over all such divisions, and the term with a single block defines $\lambda^{(k)}$. For $k=3$

$$
\Gamma^{(3)}=\det[\gamma_{p_aq_b}]+\sum_{a,b=1}^3(-1)^{a+b}\gamma_{p_aq_b}\,\lambda^{(2)}_{\bar a;\bar b}+\lambda^{(3)}, \tag{9}
$$

where $\bar a$ denotes the two labels $p$ that remain when $p_a$ is removed, in their original order, and $\bar b$ likewise for $q$.

This definition is meant to isolate genuine correlation. In the numerical check, two separately correlated electron pairs occupy disjoint sets of spin orbitals. All elements of $\lambda^{(2)}$ and $\lambda^{(3)}$ that mix the two sets vanish there, while some elements within a set are nonzero.

**Corollary.** For a single determinant, $\lambda^{(k)}=0$ for every $k\ge2$.

*Proof.* For $k=2$, compare (3) with (8). Suppose that $\lambda^{(2)},\ldots,\lambda^{(k-1)}$ vanish. Two kinds of division then survive in $\Gamma^{(k)}$: the one with a single block, and those in which every block has size one. The latter are labelled by permutations and add up to $\det[\gamma_{p_aq_b}]$. So $\Gamma^{(k)}=\det[\gamma_{p_aq_b}]+\lambda^{(k)}$, and (2) gives $\lambda^{(k)}=0$. $\square$

A zero cumulant does not mean that the electrons are statistically independent. Those of equal spin still avoid each other through the exchange term. When all cumulants vanish, as in a determinant, $\gamma$ determines all their correlations. If the electron number fluctuates, $\lambda^{(2)}=0$ alone is not enough: the equal mixture of the vacuum and the three ways of filling two of three orbitals has $\lambda^{(2)}=0$, yet the three orbitals are never all filled, while $\det\gamma=\tfrac18$.

## The converse, and where it fails

**Theorem 2.** Let a pure state or an ensemble have a sharp electron number $N$. If $\lambda^{(2)}=0$, the state is a single determinant.

*Proof.* Contract the second index pair in (8). Equation (1) with $k=2$ turns the first term into $(N-1)\gamma_{pr}$. The product terms give $-\gamma_{pr}\mathrm{Tr}\,\gamma=-N\gamma_{pr}$ and $+\sum_q\gamma_{pq}\gamma_{qr}$. Therefore

$$
\sum_q\lambda^{(2)}_{pq;\,rq}=(N-1)\gamma_{pr}-N\gamma_{pr}+(\gamma^2)_{pr}=(\gamma^2-\gamma)_{pr}. \tag{10}
$$

If $\lambda^{(2)}=0$, then $\gamma^2=\gamma$. The eigenvalues of $\gamma$, the natural occupations, are 0 or 1, and since $\mathrm{Tr}\,\gamma=N$, exactly $N$ of them equal 1. For each of these natural orbitals $\langle1-\hat n_i\rangle=0$. The operator $1-\hat n_i$ is a projector, so its expectation value is non-negative in every member of the ensemble, and a zero average forces it to annihilate each member. All $N$ orbitals are thus filled with certainty. There are no further electrons, so each member is the same determinant up to a phase. $\square$

Taking the trace of (10) gives a measure in terms of the natural occupations $n_i$:

$$
\mathrm{Tr}\,\lambda^{(2)}=-\sum_in_i(1-n_i). \tag{11}
$$

At sharp $N$, fractional natural occupations and a nonzero two-particle cumulant therefore imply each other.

**Mixtures.** Mix two two-electron determinants equally, one filling orbitals 1 and 2, the other 3 and 4. All four occupations are $\tfrac12$, so (11) gives $\mathrm{Tr}\,\lambda^{(2)}=-4\times\tfrac14=-1$, as the program finds. Formula (2) is nonlinear in $\gamma$ and does not in general survive averaging. Here it would assign probability $\tfrac14$ to finding orbitals 1 and 3 both filled, which never happens in this mixture.

**Fluctuating electron number.** Now let each orbital $i$ be filled independently with probability $f_i$, as for non-interacting electrons in contact with a reservoir. For distinct indices the probability that $i_1,\ldots,i_k$ are all filled is $f_{i_1}\cdots f_{i_k}$. The average in (6) is thus multiplied by this product, with the indices now running over all orbitals. The rest of the proof of Theorem 1 is unchanged, with

$$
\gamma_{pq}=\sum_if_i\,\varphi_i(p)\varphi_i(q)^* .
$$

Formula (2) still holds and $\lambda^{(2)}=0$, although $\gamma^2\neq\gamma$ for fractional $f_i$. Theorem 2 is not contradicted, because (1) needs a sharp $N$. In the numerical case with eight orbitals, $\mathrm{Tr}(\gamma-\gamma^2)=\sum_if_i(1-f_i)=1.4514$. Since the orbitals are filled independently, this is also the variance of the electron number.

## The hydrogen chain

Both states of the chain have two spin-up and two spin-down electrons. The FCI state is the ground state within the STO-3G basis at clamped nuclei. It includes all correlation that this basis can describe and omits what a larger basis would add. The site probabilities depend on how a site is defined, since the orthogonalized functions reach onto neighbouring atoms. With cells bounded by the midplanes between the nuclei, the RHF value for spin up on sites 1 and 2 is 0.044 instead of 0.039, and the expected number of up-down pairs on site 1 in the FCI state is 0.176 instead of 0.163.

In the RHF state, (3) also holds off the diagonal. With all spins up,

$$
\Gamma^{(2)}_{12;23}=\gamma_{12}\gamma_{23}-\gamma_{13}\gamma_{22}
=0.459136\times0.197737-0.003836\times0.491093=0.088904,
$$

which agrees with the value from the operator definition. For opposite spins on site 1 there is no exchange term, and the probability of double occupation is $0.508907^2=0.258986$.

The three-particle matrix follows the same rule. The probability of spin up on sites 1 and 2 together with spin down on site 3 is a $3\times3$ minor that splits into a spin-up and a spin-down block: $0.039115\times0.491093=0.019209$. For spin up on sites 1, 2 and 3 the minor is zero, because the spin-up block of $\gamma$ has rank two.

The FCI state has nearly the same site occupations, 0.508492 and 0.491508 on sites 1 and 2, but different pair probabilities:

| Spin orbitals | FCI value | Minor of FCI $\gamma$ | $\lambda^{(2)}$ |
|---|---|---|---|
| 1 up, 2 up | 0.0413 | 0.0722 | −0.0309 |
| 1 up, 1 down | 0.1631 | 0.2586 | −0.0955 |

The second row shows correlation between opposite spins: site 1 holds a spin-up and a spin-down electron together in 16% of cases, where independent electrons with the same occupations would give 26%. In the first row, the minor of the FCI matrix is larger than the RHF value 0.0391 mainly because $\gamma_{12}$ has dropped from 0.4591 to 0.4216, which weakens the exchange term. The cumulant removes most of that increase.

Leaving out cumulants can also produce impossible results. For spin up on sites 1, 2 and 3 the minor of the FCI $\gamma$ is 0.0142, although the state has two spin-up electrons and the true probability is zero. In (9) the cumulant terms must cancel the determinant.

The spin-up natural occupations of the FCI state are 0.9791, 0.9439, 0.0588 and 0.0183. Their sum of $n(1-n)$ is

$$
0.0205+0.0530+0.0553+0.0180=0.1468 .
$$

Doubling for the two spins gives 0.2936, which matches the printed $-\mathrm{Tr}\,\lambda^{(2)}=0.2935$ within rounding.

The energy of any state separates, by (8), into the functional (7) evaluated with its own $\gamma$ and a cumulant part $\tfrac12\sum\langle pq|rs\rangle\lambda^{(2)}_{rs;pq}$. With the nuclear repulsion included in the first part, the FCI energy in hartree is

$$
-1.951217-0.199790=-2.151007 .
$$

The RHF energy is −2.075243 hartree, all of it from the first part. The correlation energy in this basis, −0.075764 hartree, is therefore not the cumulant part alone. It is measured from RHF, which is not the lowest determinant at this spacing: a spin-unrestricted one lies about 0.0005 hartree lower. Passing from the RHF to the FCI one-particle matrix raises the first part by 0.124026 hartree, and the cumulant part of −0.199790 hartree more than repays this cost. The digits belong to the STO-3G model and are not converged in the basis. In 6-31G and cc-pVDZ the correlation energy is −0.068 and −0.090 hartree, the cumulant part −0.177 and −0.217 hartree, and $-\mathrm{Tr}\,\lambda^{(2)}$ is 0.262 and 0.272; the pattern of a cost in the first part outweighed by the cumulant part is the same.

## Computed results

```
Random determinant: spin orbitals 8, electrons 4
k=1: trace 4.000000, max |direct - minor| 3.9e-17
k=2: trace 12.000000, max |direct - minor| 2.8e-16
k=3: trace 24.000000, max |direct - minor| 2.5e-16
k=4: trace 24.000000, max |direct - minor| 1.2e-16
k=5: trace 0.000000, max |direct - minor| 1.6e-17
Grand-canonical: max cumulant error 1.3e-15, Tr(gamma-gamma^2) 1.451429
Equal mixture of two determinants: Tr lambda2 -1.000000
H4 chain, STO-3G, spacing 2.0 bohr
Nuclear repulsion 2.166667 hartree
RHF energy -2.075243 hartree
FCI energy -2.151007 hartree
FCI minus RHF -0.075764 hartree
--- RHF state (site elements, dimensionless)
RHF gamma(1up,1up) = 0.508907
RHF gamma(2up,2up) = 0.491093
RHF gamma(3up,3up) = 0.491093
RHF gamma(1up,2up) = 0.459136
RHF gamma(1up,3up) = 0.003836
RHF gamma(2up,3up) = 0.197737
RHF Gamma2(1up 2up;1up 2up): direct 0.039115, minor 0.039115, lambda2 0.000000
RHF Gamma2(1up 2up;2up 3up): direct 0.088904, minor 0.088904, lambda2 0.000000
RHF Gamma2(1up 1dn;1up 1dn): direct 0.258986, minor 0.258986, lambda2 0.000000
RHF Gamma3 diagonal (1up 2up 3dn): direct 0.019209, minor 0.019209
RHF Gamma3 diagonal (1up 2up 3up): direct 0.000000, minor -0.000000
RHF max|lambda2| 6.11e-16, max|lambda3| 3.42e-16
RHF spin-up natural occupations 1.000000 1.000000 0.000000 0.000000
RHF Tr lambda2 0.000000, sum n(1-n) 0.000000
RHF energy: gamma part -2.075243, cumulant part 0.000000 hartree
--- FCI state (site elements, dimensionless)
FCI gamma(1up,1up) = 0.508492
FCI gamma(2up,2up) = 0.491508
FCI gamma(3up,3up) = 0.491508
FCI gamma(1up,2up) = 0.421619
FCI gamma(1up,3up) = 0.002327
FCI gamma(2up,3up) = 0.206309
FCI Gamma2(1up 2up;1up 2up): direct 0.041310, minor 0.072165, lambda2 -0.030855
FCI Gamma2(1up 2up;2up 3up): direct 0.078503, minor 0.085840, lambda2 -0.007338
FCI Gamma2(1up 1dn;1up 1dn): direct 0.163112, minor 0.258564, lambda2 -0.095453
FCI Gamma3 diagonal (1up 2up 3dn): direct 0.016342, minor 0.035470
FCI Gamma3 diagonal (1up 2up 3up): direct 0.000000, minor 0.014229
FCI max|lambda2| 1.05e-01, max|lambda3| 2.29e-02
FCI spin-up natural occupations 0.979060 0.943884 0.058761 0.018295
FCI Tr lambda2 -0.293475, sum n(1-n) 0.293475
FCI energy: gamma part -1.951217, cumulant part -0.199790 hartree
```
